# Kirkwood's multipole series and its convergence near a spherical dielectric boundary: verification in Python

```python
"""
Result under test: reaction energy of point charges inside a dielectric sphere,
  G = -(k/2a) sum_l f_l sum_ij q_i q_j (r_i r_j/a^2)^l P_l(cos theta_ij),
  f_l = (l+1)(eps-1)/((l+1) eps + l),
and its geometric convergence, with ratio (r_max/a)^2.
a: sphere radius; eps: outside permittivity (inside it is 1);
q_i, r_i: charges (units of e) and their distances from the centre;
k = e^2/(4 pi eps0). Tests use a = 1 and k = 1; the example uses eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import digamma, eval_legendre, gammaln, lpmv
from numpy.polynomial import legendre as leg


def factor(l, eps):
    return (l + 1) * (eps - 1) / ((l + 1) * eps + l)


def pair_terms(q, pos, eps, lmax):
    """Energy contribution of each l from the pair sum (a = k = 1)."""
    r = np.linalg.norm(pos, axis=1)
    t = np.outer(r, r)
    c = np.clip(pos @ pos.T / t, -1, 1)
    qq = np.outer(q, q)
    return np.array([-0.5 * factor(l, eps)
                     * np.sum(qq * t**l * eval_legendre(l, c))
                     for l in range(lmax + 1)])


def moment_terms(q, pos, eps, lmax):
    """The same contributions from squared spherical multipole moments."""
    r = np.linalg.norm(pos, axis=1)
    ct, phi = pos[:, 2] / r, np.arctan2(pos[:, 1], pos[:, 0])
    out = []
    for l in range(lmax + 1):
        total = 0.0
        for m in range(l + 1):
            norm = np.exp(0.5 * (gammaln(l - m + 1) - gammaln(l + m + 1)))
            moment = np.sum(q * r**l * norm * lpmv(m, l, ct)
                            * np.exp(-1j * m * phi))
            total += (1 if m == 0 else 2) * abs(moment)**2
        out.append(-0.5 * factor(l, eps) * total)
    return np.array(out)


def radial_solution(l, eps, h=0.004):
    """Finite-volume radial Poisson equation in ln r; value at the source."""
    k = np.arange(-1500, 2500)
    x = (k + 0.5) * h
    r = np.exp(x)
    e = np.where(x < 0, 1.0, eps)
    g = 2 * e[1:] * e[:-1] / (e[1:] + e[:-1]) * np.exp(k[1:] * h) / h
    diag = e * l * (l + 1) * r * h
    diag[:-1] += g
    diag[1:] += g
    diag[-1] += eps * r[-1] * (l + 1)
    band = np.zeros((3, len(x)))
    band[0, 1:], band[1], band[2, :-1] = -g, diag, -g
    source = 1500 - 128
    rhs = np.zeros(len(x))
    rhs[source] = 2 * l + 1
    return r[source], solve_banded((1, 1), band, rhs)[source]


def surface_charge_energy(q, pos, eps, n=32):
    """Energy from the induced surface charge solved on a grid, no multipoles."""
    mu, w = leg.leggauss(n)
    phi = 2 * np.pi * (np.arange(2 * n) + 0.5) / (2 * n)
    m, p = [v.ravel() for v in np.meshgrid(mu, phi, indexing="ij")]
    st = np.sqrt(1 - m**2)
    pts = np.column_stack([st * np.cos(p), st * np.sin(p), m])
    area = np.repeat(w, 2 * n) * np.pi / n
    dist = np.sqrt(np.maximum(2 - 2 * pts @ pts.T, 0))
    np.fill_diagonal(dist, 1.0)
    kernel = area[None, :] / dist
    np.fill_diagonal(kernel, 0.0)
    # a uniform layer has surface potential 4 pi: fixes the singular cell
    np.fill_diagonal(kernel, 4 * np.pi - kernel.sum(axis=1))
    potential, field = np.zeros(len(pts)), np.zeros(len(pts))
    for qi, ri in zip(q, pos):
        delta = pts - ri
        d = np.linalg.norm(delta, axis=1)
        potential += qi / d
        field += qi * np.sum(pts * delta, axis=1) / d**3
    matrix = 0.5 * kernel
    matrix[np.diag_indices(len(pts))] += 2 * np.pi * (eps + 1) / (eps - 1)
    sigma = np.linalg.solve(matrix, -field)
    return 0.5 * np.sum(area * sigma * potential)


def field_energy(s, eps, lmax=60, n=60):
    """Energy of a unit charge at s from the field integral outside."""
    l = np.arange(lmax + 1)
    outer = s**l * (2 * l + 1) / ((l + 1) * eps + l)
    mu, wm = leg.leggauss(n)
    x, wx = leg.leggauss(n)
    total = 0.0
    for u, wu in zip((x + 1) / 2, wx / 2):
        r = 1 / u
        d3 = (r * r - 2 * r * s * mu + s * s)**1.5
        dr = leg.legval(mu, -(l + 1) * outer * u**(l + 2))
        dmu = leg.legval(mu, leg.legder(outer * u**(l + 1)))
        dot = dr * (-(r - s * mu) / d3) + u**2 * (1 - mu**2) * dmu * r * s / d3
        total += wu * np.sum(wm * dot) / u**4
    return -(eps - 1) / 4 * total


def image_sum(t, c, eps):
    """Point image plus line image, by quadrature."""
    gam = 1 / (eps + 1)

    def line(v):
        u = v**(1 / (1 - gam))
        return 1 / np.sqrt(1 - 2 * t * u * c + (t * u)**2)
    integral = quad(line, 0, 1, epsabs=1e-12, epsrel=1e-12)[0] / (1 - gam)
    return (eps - 1) / (eps + 1) * (1 / np.sqrt(1 - 2 * t * c + t * t)
                                    + gam * integral)


# Factors against the radial differential equation
radial_error = 0.0
for eps_test in (2.0, 80.0):
    for l in range(6):
        s, with_medium = radial_solution(l, eps_test)
        _, vacuum = radial_solution(l, 1.0)
        numeric = -(with_medium - vacuum) / s**(2 * l)
        radial_error = max(radial_error, abs(numeric / factor(l, eps_test) - 1))
assert radial_error < 2e-3  # second-order grid error

# Factor one half and the outside coefficients against field energy
g_field = field_energy(0.6, 5.0)
ls = np.arange(200)
g_series = -0.5 * np.sum(factor(ls, 5.0) * 0.36**ls)
assert abs(g_field / g_series - 1) < 1e-8

# Three non-collinear charges: worked example
a, eps = 4.0, 80.0
k = const.e / (4 * np.pi * const.epsilon_0) * 1e10
q = np.array([1.0, -0.6, 0.3])
xyz = np.array([[0.0, 0.0, 3.0], [2.0, 0.0, 0.0], [0.0, -1.5, -1.0]])
pos = xyz / a
terms = pair_terms(q, pos, eps, 300)
assert np.allclose(terms[:31], moment_terms(q, pos, eps, 30),
                   rtol=1e-8, atol=1e-14)
assert np.all(terms <= 0)
total = terms.sum()
g_surface = surface_charge_energy(q, pos, eps)
assert abs(g_surface / total - 1) < 3e-3  # weakly singular surface quadrature

# Many-charge tail: upper bound and sharp exponential rate
tail = np.cumsum(terms[::-1])[::-1]
t_max = np.max(np.sum(pos**2, axis=1))
ns = np.arange(1, 61)
bound = 0.5 * factor(ns, eps) * np.sum(abs(q))**2 * t_max**ns / (1 - t_max)
assert np.all(abs(tail[ns]) <= bound)
rate = np.exp(np.log(tail[60] / tail[30]) / 30)
assert abs(rate / t_max - 1) < 0.01
anti = pair_terms(np.array([1.0, -1.0]),
                  np.array([[0, 0, 0.8], [0, 0, -0.8]]), eps, 300)
assert np.max(abs(anti[::2])) < 1e-13
anti_rate = (anti[40:].sum() / anti[20:].sum())**(1 / 20)
assert abs(anti_rate / 0.64 - 1) < 0.01

# One charge: two-sided relative error and near-wall expansion
ls = np.arange(40000)
for eps_test in (2.0, 80.0):
    gam = 1 / (eps_test + 1)
    f_inf = (eps_test - 1) / (eps_test + 1)
    f_all = factor(ls, eps_test)
    assert np.all(np.diff(f_all) < 0) and f_all[-1] > f_inf
    for s in (0.5, 0.9, 0.99):
        t = s * s
        series = f_all * t**ls
        remain = np.cumsum(series[::-1])[::-1]
        n = np.arange(1, 200)
        rel = remain[n] / remain[0]
        assert np.all(rel <= t**n * (1 + 1e-10))
        assert np.all(rel >= eps_test / (eps_test + 1) * t**n * (1 - 1e-10))
        # closed point image plus N corrected terms
        left = remain[n] - f_inf * t**n / (1 - t)
        cap = f_inf * gam / (n + 1 - gam) * t**n / (1 - t)
        assert np.all(left <= cap + 1e-11) and np.all(left >= -1e-11)
    t = 0.999**2
    direct = np.sum(f_all * t**ls)
    wall = f_inf * (1 / (1 - t) - gam * (np.log(1 - t) + digamma(1 - gam)
                                         + np.euler_gamma))
    assert abs(direct - wall) < 0.01
    assert abs(direct - f_inf / (1 - t)) > 5 * abs(direct - wall)

# Pair sum against image integral; slow convergence on the wall
direct = np.sum(factor(ls[:200], 4.0) * 0.5**ls[:200]
                * eval_legendre(ls[:200], -0.3))
assert abs(direct - image_sum(0.5, -0.3, 4.0)) < 1e-9
lw = np.arange(3200)
partial = np.cumsum(factor(lw, eps) * eval_legendre(lw, 0.5))
wall_error = abs(partial - image_sum(1.0, 0.5, eps))
early, late = wall_error[100:200].max(), wall_error[1600:3200].max()
assert 3.7 < early / late < 4.3

print("Coulomb constant k = %.6f eV angstrom" % k)
print("max relative error of f_l, radial solver: %.1e" % radial_error)
print("unit charge s/a=0.6, eps=5, energy in k/a:")
print("  field integral %.8f, series %.8f" % (g_field, g_series))
for e in (2.0, 80.0):
    print("eps=%g: f_0, f_1, f_2, f_10, f_inf =" % e,
          " ".join("%.5f" % factor(l, e) for l in (0, 1, 2, 10)),
          "%.5f" % ((e - 1) / (e + 1)))
print("Example: a = %.1f angstrom, eps = %g" % (a, eps))
for qi, ri in zip(q, xyz):
    print("  charge %+.1f e at (%.1f, %.1f, %.1f) angstrom" % (qi, *ri))
print("t_max = %.4f; fitted tail ratio = %.4f" % (t_max, rate))
scale = k / a
for l in (0, 1, 2, 3, 5, 10, 20):
    print("  l=%2d: term %.6f eV, partial sum %.6f eV"
          % (l, scale * terms[l], scale * terms[:l + 1].sum()))
kj = const.e * const.N_A / 1000
print("total G = %.6f eV = %.3f kJ/mol" % (scale * total, scale * total * kj))
print("surface-charge solver G = %.6f eV" % (scale * g_surface))
print("relative difference = %.1e" % abs(g_surface / total - 1))
print("Unit charge nearing wall, a=4 angstrom, eps=80, delta=1e-3")
delta = 1e-3
f_inf = (eps - 1) / (eps + 1)
for s in (0.5, 0.8, 0.9, 0.95, 0.99):
    t = s * s
    series = factor(ls, eps) * t**ls
    remain = np.cumsum(series[::-1])[::-1]
    needed = int(np.argmax(remain / remain[0] <= delta))
    upper = np.log(1 / delta) / np.log(1 / t)
    lower = (np.log(1 / delta) - np.log(1 + 1 / eps)) / np.log(1 / t)
    assert lower <= needed <= np.ceil(upper)
    estimate = np.log(1 / delta) / (2 * (1 - s))
    planar = -f_inf * k / (4 * a * (1 - s))
    print("  s/a=%.2f: G=%.4f eV, planar=%.4f eV" %
          (s, -0.5 * scale * remain[0], planar))
    print("    terms needed=%d, ln(1/delta)/ln(1/t)=%.2f, wall law=%.2f"
          % (needed, upper, estimate))
t, n = 0.95**2, 10
series = factor(ls, eps) * t**ls
plain = series[n:].sum() / series.sum()
corrected = (series[n:].sum() - f_inf * t**n / (1 - t)) / series.sum()
print("s/a=0.95, 10 terms: relative error plain = %.3e" % plain)
print("  with point image summed in closed form = %.3e" % corrected)
print("wall pair at 60 degrees, error envelope (units k/a per q_i q_j):")
print("  N about 100: %.3e; N about 1600: %.3e; ratio %.3f"
      % (early, late, early / late))
print("all assertions hold")
```

Running it gives:

```
Coulomb constant k = 14.399645 eV angstrom
max relative error of f_l, radial solver: 7.5e-05
unit charge s/a=0.6, eps=5, energy in k/a:
  field integral -0.60190297, series -0.60190297
eps=2: f_0, f_1, f_2, f_10, f_inf = 0.50000 0.40000 0.37500 0.34375 0.33333
eps=80: f_0, f_1, f_2, f_10, f_inf = 0.98750 0.98137 0.97934 0.97640 0.97531
Example: a = 4.0 angstrom, eps = 80
  charge +1.0 e at (0.0, 0.0, 3.0) angstrom
  charge -0.6 e at (2.0, 0.0, 0.0) angstrom
  charge +0.3 e at (0.0, -1.5, -1.0) angstrom
t_max = 0.5625; fitted tail ratio = 0.5625
  l= 0: term -0.870954 eV, partial sum -0.870954 eV
  l= 1: term -0.986157 eV, partial sum -1.857111 eV
  l= 2: term -0.764157 eV, partial sum -2.621267 eV
  l= 3: term -0.341185 eV, partial sum -2.962453 eV
  l= 5: term -0.099921 eV, partial sum -3.220003 eV
  l=10: term -0.005597 eV, partial sum -3.342294 eV
  l=20: term -0.000018 eV, partial sum -3.349434 eV
total G = -3.349456 eV = -323.173 kJ/mol
surface-charge solver G = -3.349360 eV
relative difference = 2.9e-05
Unit charge nearing wall, a=4 angstrom, eps=80, delta=1e-3
  s/a=0.50: G=-2.3659 eV, planar=-1.7555 eV
    terms needed=5, ln(1/delta)/ln(1/t)=4.98, wall law=6.91
  s/a=0.80: G=-4.9114 eV, planar=-4.3888 eV
    terms needed=16, ln(1/delta)/ln(1/t)=15.48, wall law=17.27
  s/a=0.90: G=-9.2843 eV, planar=-8.7776 eV
    terms needed=33, ln(1/delta)/ln(1/t)=32.78, wall law=34.54
  s/a=0.95: G=-18.0615 eV, planar=-17.5551 eV
    terms needed=68, ln(1/delta)/ln(1/t)=67.34, wall law=69.08
  s/a=0.99: G=-88.3037 eV, planar=-87.7756 eV
    terms needed=344, ln(1/delta)/ln(1/t)=343.66, wall law=345.39
s/a=0.95, 10 terms: relative error plain = 3.576e-01
  with point image summed in closed form = 2.565e-04
wall pair at 60 degrees, error envelope (units k/a per q_i q_j):
  N about 100: 8.027e-02; N about 1600: 2.019e-02; ratio 3.977
all assertions hold
```
